# How interface dipoles shift a Schottky barrier inside and outside the states, part 2

How far does a fixed dipole layer shift the electron barrier $\Phi_B$ of a metal on n-type silicon? The metal surface is at $x=0$, a plane of interface states at $x=\delta$, and the semiconductor beyond. Relative permittivities are $\varepsilon_i$ in the gap and $\varepsilon_s$ in the semiconductor.

Electron energies are measured from the Fermi level, and $e>0$. The conduction edge $E(x)$ obeys $\varepsilon\varepsilon_0E''=e\rho$, with $\rho$ the charge density. $E_\delta$ is its value at the plane, before any outer dipole. $W$ is work function minus affinity, and $\varphi_N$ the depth of the states' neutrality level below the edge. $Q_{\rm is}$ and $Q_{\rm sc}$ are the charges per area in states and semiconductor. A step $\Delta$ is positive if it raises the energy on the semiconductor side; $\Delta_{\rm in}$ lies before the states, $\Delta_{\rm out}$ beyond them.

For a constant state density $D$ per area and energy, with $k=e\delta/(\varepsilon_i\varepsilon_0)$ and pinning factor $S=1/(1+keD)$:

$$E_\delta=W+\Delta_{\rm in}-k\,(Q_{\rm is}+Q_{\rm sc}),$$

$$Q_{\rm is}=eD\,(E_\delta-\varphi_N),$$

$$\Phi_B=S(W+\Delta_{\rm in})+(1-S)\varphi_N+\Delta_{\rm out}-SkQ_{\rm sc}.$$

Without depletion response, the steps thus have weights $S$ and 1. With $r=k\,dQ_{\rm sc}/d\Phi_B$, that response divides both by $1+Sr$. If the states follow a fraction $p$ of an outer step, its weight without depletion response is $1-p(1-S)$.

Example: $\delta=0.3$ nm, $\varepsilon_i=2.0$, $\varepsilon_s=11.7$, $D=2.0\times10^{14}$ cm$^{-2}$ eV$^{-1}$, $W=4.70-4.05=0.65$ eV, $\varphi_N=0.75$ eV, donor density $N=10^{17}$ cm$^{-3}$, 300 K. Then $keD=5.43$, $S=0.156$ and $\Phi_B=0.731$ eV. A step of $-0.20$ eV shifts the barrier by $-0.0310$ eV inside or $-0.1992$ eV outside, computed with charged sheets 0.02 nm apart.

For charges $\pm e$ a distance $a=0.20$ nm apart, this step needs $n=\varepsilon\varepsilon_0|\Delta|/(e^2a)$ dipoles per area: $1.1\times10^{13}$ cm$^{-2}$ inside, $6.5\times10^{13}$ cm$^{-2}$ outside. At equal moment per area, the ratio of inner to outer shift is $S\varepsilon_s/\varepsilon_i=0.91$.

## A state density that varies with energy

Let the state charge be any increasing function $Q_{\rm is}(y)$ of $y=E_\delta-\varphi_N$. The equation for the plane is then

$$E_\delta=W+\Delta_{\rm in}-kQ_{\rm is}(E_\delta-\varphi_N)-kQ_{\rm sc}.$$

$W$ and $\Delta_{\rm in}$ enter through their sum. An inner dipole of any size therefore remains equivalent to a change of work function. For small changes the pinning factor takes its local value $1/(1+k\,dQ_{\rm is}/dy)$. If $Q_{\rm sc}$ is negligible, $\Delta_{\rm out}$ does not occur in the equation at all, and the outer step still acts fully. For a large inner step the shift is no longer one fixed $S$ times the step, because $S$ changes on the way.

## States with tails into the semiconductor

Metal-induced gap states decay into the semiconductor and do not lie on one plane. A dipole within their tails has some states on either side. To find its weight, let the semiconductor begin at the metal surface, and let the states have the density

$$\frac{D_t}{\lambda}\,e^{-x/\lambda}$$

per volume and energy, with total $D_t$ per area. The charge at each depth is taken to follow the potential at that depth. This is an approximation, since a real state extends over the whole tail.

Let $y(x)=E(x)-\varphi_N$ be the local neutrality level. The charge density is $e(D_t/\lambda)e^{-x/\lambda}y$, and Poisson's equation becomes

$$y''=q\,e^{-x/\lambda}\,y,\qquad q=\frac{e^2D_t}{\lambda\varepsilon_s\varepsilon_0}.$$

The depletion charge is dropped, so $y'\to0$ far inside. Introduce $t=2\lambda\sqrt q\,e^{-x/2\lambda}$, with $t_0$ its value at $x=0$. Since $dt/dx=-t/(2\lambda)$,

$$y''=\frac{1}{4\lambda^2}\,t\frac{d}{dt}\Bigl(t\frac{dy}{dt}\Bigr),\qquad q\,e^{-x/\lambda}=\frac{t^2}{4\lambda^2}.$$

The equation is now $t^2y_{tt}+ty_t-t^2y=0$, whose solutions are the modified Bessel functions $I_0(t)$ and $K_0(t)$. Far inside, $t\to0$. There $I_0\to1$, while $K_0$ grows linearly with $x$ and is excluded.

The response to a unit change at the metal is thus $h=I_0(t)/I_0(t_0)$. Its value far inside is the pinning factor:

$$S=\frac{1}{I_0(t_0)}.$$

Now put a dipole with step $\Delta$ at depth $z$. The change $u$ of $y$ vanishes at the metal, jumps by $\Delta$ at $z$ and has a continuous slope there. Let $g$ be the solution with $g(0)=0$ and $g'(0)=1$. Then $u=Ag$ before the dipole and $u=Bh$ beyond it, with

$$Bh(z)-Ag(z)=\Delta,\qquad Bh'(z)=Ag'(z).$$

Eliminating $A$ gives $B\,(hg'-gh')=\Delta\,g'(z)$. The bracket does not depend on $z$, because its derivative $hg''-gh''$ vanishes, and at $z=0$ it equals 1. Hence $B=\Delta g'(z)$. The barrier shift is $Bh(\infty)=S\,g'(z)\Delta$, so the weight of the dipole is $\omega(z)=S\,g'(z)$.

The required solution is

$$g=2\lambda\,[I_0(t_0)K_0(t)-K_0(t_0)I_0(t)].$$

It vanishes at $t=t_0$. With $I_0'=I_1$, $K_0'=-K_1$ and $dt/dx=-t/(2\lambda)$, its slope is $t\,[I_0(t_0)K_1(t)+K_0(t_0)I_1(t)]$. This equals 1 at $t_0$ by the identity $I_0K_1+K_0I_1=1/t$. Therefore

$$\omega(z)=t\left[K_1(t)+\frac{K_0(t_0)}{I_0(t_0)}\,I_1(t)\right],\qquad t=t_0e^{-z/2\lambda}.$$

At the metal $\omega=S$. Deep inside, $tK_1\to1$ and $tI_1\to0$, so $\omega\to1$. In between it rises steadily, since $\omega'=Sg''$ has the sign of $g$, which is positive. The sharp law with weights $S$ and 1 gives the two ends of this curve.

For $\lambda=0.3$ nm and the same $S=0.156$ as before, $t_0=3.34$ and $D_t=6.0\times10^{14}$ cm$^{-2}$ eV$^{-1}$. The weight is 0.29 at 0.3 nm, 0.515 at 0.6 nm, 0.77 at 1.0 nm and 0.98 at 2.0 nm. A finite-difference solution with 0.005 nm spacing, tested at five depths between the metal and 2 nm, agreed within 0.001. A weight of 0.9 needs a depth of 1.37 nm, more than four decay lengths. In this model a dipole one atomic layer inside the semiconductor is still far from acting fully.

## Separate dipoles and lateral ripple

Real dipoles are discrete. For constant $D$ and negligible depletion response the equations are linear, so the laterally averaged potential obeys the planar law. The variation around the average can be estimated for a square lattice with $n$ dipoles per area. Its longest-wave harmonics have $G=2\pi\sqrt n$. There are four of them, and for point dipoles each has the same step amplitude $\Delta$ as the average.

A harmonic obeys $u''=G^2u$ away from charges. For an outer dipole, $u=A\sinh Gx/\sinh G\delta$ in the gap and $u=Be^{-G(x-\delta)}$ beyond, with $B-A=\Delta$. Gauss's law at the plane gives

$$-\varepsilon_sGB=KA,\qquad K=\varepsilon_iG\coth G\delta+\frac{e^2D}{\varepsilon_0},\qquad B=\frac{K\Delta}{K+\varepsilon_sG}.$$

For a dipole at mid-gap, $u=A\sinh Gx$ before it, and $\Delta\cosh G(x-\delta/2)$ is added beyond it. Let $B$ be the value at the plane. Eliminating $A$ gives the slope on the gap side as $G\,[B\coth G\delta-\Delta\cosh(G\delta/2)/\sinh G\delta]$, and Gauss's law then yields

$$B=\frac{\varepsilon_iG\cosh(G\delta/2)}{\sinh G\delta}\,\frac{\Delta}{K+\varepsilon_sG}.$$

With the densities needed for 0.20 eV, the dipole spacings are 3.0 nm inside and 1.2 nm outside. If the image force is that of a perfect metal at the plane of states, the barrier maximum lies about 1.55 nm beyond that plane with the inner layer, and about 1.7 nm beyond it with the outer layer, where the depletion field is weaker. There the four harmonics add up to $4|B|e^{-G(x-\delta)}$ above a dipole, which is 3 meV for the inner layer and roughly 0.1 meV for the outer one. Shorter waves add about 1 meV directly above an inner dipole, so the inner ripple there is about an eighth of the inner shift. This fraction depends exponentially on where the maximum lies. With the gap kept and static screening by the states, the maximum moves in to about 1.3 nm, and at 1.2 nm the inner ripple is already 9 meV, nearly three tenths of the shift. Randomly placed dipoles also have longer waves, which decay more slowly, so their ripple can be larger.

## What the shifts mean for the current

If thermionic emission carries the current and its prefactor is held fixed, a shift $\delta\Phi_B$ multiplies the current by $\exp(-\delta\Phi_B/k_BT)$. At 300 K, $k_BT=25.85$ meV, and the factors are

$$e^{0.0310/0.02585}=3.3,\qquad e^{0.1992/0.02585}\approx2200 .$$

With the same shifts at 400 K they are 2.5 and about 320.

The image force is estimated here as if a perfect metal began at the plane of states. If the gap is kept and the states screen the electron statically, each lowering below is 3 to 4 meV smaller, and if the states cannot follow the electron this estimate fails. With the perfect metal, image-force lowering is 0.040 eV without a dipole, more than the inner shift itself, but it is nearly common to all cases. It becomes 0.0397 eV with the inner and 0.036 eV with the outer dipole. The outer layer weakens the depletion field, which costs 4 meV of its benefit.

An outer dipole that lowers the barrier also leaves a spike. The edge at the state plane stays 0.20 eV above the barrier beyond, and electrons must tunnel through a triangle of width $a=0.20$ nm. In the WKB approximation an electron at the lower barrier's energy passes with probability

$$\exp\!\left(-2\int_0^a\frac{\sqrt{2m|\Delta|s/a}}{\hbar}\,ds\right)=\exp\!\left(-\frac{4a}{3\hbar}\sqrt{2m|\Delta|}\right).$$

This is 0.77 for the light silicon mass, 0.19 electron masses, and 0.56 for the heavy one, 0.92. These factors are only a rough guide. The spike is much thinner than the electron wavelength, where WKB is unreliable, and thermal electrons above the lower barrier's energy pass more easily. A band mass across one atomic layer is also a rough notion. The estimate does suggest that so thin a spike leaves most of the large gain in order of magnitude.

Tunnelling through the depletion layer is governed by the energy $E_{00}=(e\hbar/2)\sqrt{N/(m\varepsilon_s\varepsilon_0)}$. For the light mass it is 3.9 meV here, and for the heavy one it is smaller. Both are well below $k_BT$, so most electrons cross near the top of the barrier. Tunnelling just below the top is not negligible, however. A WKB estimate without image-force rounding gives a current about 2.7 to 3.3 times the purely thermionic one for the light mass and 1.7 to 1.9 times for the heavy one. This factor differs by less than a fifth between the cases with and without a dipole, so the current ratios above remain useful estimates. The donor density is 0.4 % of the band's effective density of states, so the electrons are non-degenerate.

## Comparison with real silicon contacts

The parameters lie in the range of metals and silicides on n-type silicon, for which pinning factors of roughly 0.1 to 0.3 and barriers of roughly half to nine tenths of an electronvolt are typical. The depletion field of 0.13 MV/cm is below silicon's breakdown field, which is roughly 0.3 MV/cm at light doping and higher at the doping used here. The field inside the dipole layer is much larger, 10 MV/cm, but an electron gains only 0.20 eV across it, too little to ionise across the silicon gap. Whether a real layer can sustain such a step is a separate question. One assumption that may fail in a device is that a dipole layer can be added without changing the states. An inserted layer or segregated atoms may passivate states or widen the gap. If $D$ were halved, $S$ would be $1/(1+2.71)=0.27$, and an inner step of $-0.20$ eV would shift the barrier by $-0.054$ eV instead of $-0.031$ eV. The smaller $D$ would also lower the barrier by about 0.014 eV before any step is counted.

Charged dopants near the interface need separate treatment, because their compensating charge may lie in the metal. A positive sheet $\sigma$ at a distance $a$ beyond the states lowers the edge by $e\sigma a/(\varepsilon_s\varepsilon_0)$ between plane and sheet. It also acts in the gap like $Q_{\rm sc}$. With the change of the depletion charge neglected, its total effect is

$$\delta\Phi_B=-Sk\sigma-\frac{e\sigma a}{\varepsilon_s\varepsilon_0}.$$

The part of the potential drop inside the states is reduced by $S$, and the part outside acts fully.

For a strongly pinned contact, an outer dipole is the more effective choice per volt of potential step. This holds if the interface states do not follow the step, if the layer lies beyond nearly all of their tails, and if the remaining spike is thin enough to tunnel through. Per dipole moment the advantage nearly disappears in the example, where the ratio of inner to outer shift is 0.91. It reverses when $S\varepsilon_s/\varepsilon_i$ exceeds 1, which for these permittivities happens above $S=0.17$. The numerical output below lists the values for the main example.

## Computed values

```
gap 0.3 nm, eps_i 2.0, eps_s 11.7
state density 2.0e+14 /(cm2 eV)
doping 1.0e+17 /cm3, temperature 300 K
work function 4.70 eV, affinity 4.05 eV
neutrality level below conduction edge 0.75 eV
dipole step -0.20 eV, dipole length 0.20 nm
e^2 D gap/eps_i = 5.429
pinning factor S = 0.1556
barrier, no space charge 0.7344 eV
space-charge term 0.0036 eV
barrier, Poisson 0.7306 eV
inner shift: formula -0.0311, Poisson -0.0310 eV
outer shift: formula -0.2000, Poisson -0.1992 eV
shift from same work-function change -0.0310 eV
barrier with inner dipole 0.6996 eV
barrier with outer dipole 0.5314 eV
differential response: inner 0.1550, outer 0.9966
ratio inner/outer 0.1556
space-charge ratio r = 0.0206
outer response, states follow half 0.5758
outer response, states follow all 0.1550
state charge change, inner 6.20e+12 e/cm2
current factor 300 K: inner 3.32
current factor 300 K: outer 2224
current factor 400 K: inner 2.46
current factor 400 K: outer 324
dipoles needed inside 1.11e+13 /cm2
dipoles needed outside 6.47e+13 /cm2
equal moments: inner/outer shift 0.910
tail length 0.3 nm, t0 3.335
tail total density 5.99e+14 /(cm2 eV)
tail weight at 0.0 nm: 0.156
tail weight at 0.3 nm: 0.287
tail weight at 0.6 nm: 0.515
tail weight at 1.0 nm: 0.768
tail weight at 2.0 nm: 0.981
depth for tail weight 0.9: 1.37 nm
0.2 nm dipoles: inner -0.0309, outer -0.1988 eV
depletion field 0.132 MV/cm
field inside dipole 10.0 MV/cm
image lowering, no dipole 0.0402 eV
image lowering, inner 0.0397, outer 0.0360 eV
barrier maximum, no dipole, at 1.53 nm
tunnelling energy E00 3.94 meV, kT 25.85 meV
spike passage, mass 0.19: 0.77
spike passage, mass 0.92: 0.56
doping / band density of states 0.0036
dipole spacing: inner 3.01 nm
dipole spacing: outer 1.24 nm
ripple at maximum: inner 3.01 meV
ripple at maximum: outer 0.064 meV
```
